# Bipolar turn-off with cosine modes on a shrinking plasma

In a model silicon carbide diode, the stored plasma charge falls from 103.4 to 31.7 µC/cm² during turn-off. Replay the same edge motion and the same carrier fluxes, but drop the edge-motion terms from the equation for the mean density, and the final charge comes out 49 % too small. No carrier sink was added. The missing charge comes from treating a mean density on a shrinking interval as if its interval were fixed.

## A shrinking interval by hand

Let plasma occupy \(x_1(t)<x<x_2\), with \(x_2\) fixed, width \(L=x_2-x_1\) and left-edge speed \(u=\dot x_1>0\). Switch off diffusion and recombination, so that the density at each fixed \(x\) stays constant. At one instant let

\[
p=v_0(1-\cos\pi\xi),\qquad \xi=(x-x_1)/L .
\]

The density vanishes at the moving edge, so moving that edge removes no charge at this instant. The charge per area is \(Lv_0\), since the cosine has zero mean. Therefore

\[
\frac{d(Lv_0)}{dt}=0,\qquad \dot L=-u
\quad\Rightarrow\quad \dot v_0=\frac{u v_0}{L}.
\]

The mean must rise because the same charge occupies less width. Setting \(\dot v_0=0\) would give \(d(Lv_0)/dt=-uv_0\), a false loss.

The mode calculation must reproduce this. A point of fixed \(\xi\) moves at speed \(u(1-\xi)\), and therefore sees

\[
\partial_t p\big|_\xi=\frac{u(1-\xi)}{L}\,\partial_\xi p
=\frac{u v_0}{L}(1-\xi)\pi\sin\pi\xi .
\]

For a nonzero integer \(n\), integration by parts gives

\[
\int_0^1(1-\xi)\sin n\pi\xi\,d\xi=\frac1{n\pi}.
\]

The average is thus \(\dot v_0=uv_0/L\), as required. For \(k\ge1\), multiply by \(2\cos k\pi\xi\) and use
\(2\sin\pi\xi\cos k\pi\xi=\sin(k+1)\pi\xi-\sin(k-1)\pi\xi\). The second sine is absent for \(k=1\). Hence

\[
\dot v_1=\frac12\frac{uv_0}{L},\qquad
\dot v_k=\left(\frac1{k+1}-\frac1{k-1}\right)\frac{uv_0}{L}
=-\frac{2}{k^2-1}\frac{uv_0}{L}\quad(k\ge2).
\]

One initial cosine feeds every higher cosine. The edge density changes at the rate \(\sum_k\dot v_k\). Since

\[
\sum_{k\ge2}\frac{2}{k^2-1}
=\sum_{k\ge2}\left(\frac1{k-1}-\frac1{k+1}\right)=\frac32,
\]

the sum is \((1+\frac12-\frac32)uv_0/L=0\). This is right: the profile has zero slope at the edge. If we stop at \(k=2\), the sum is \(\frac56uv_0/L\). The rate of change of the charge is still right at this instant, while that of the edge density is not. Charge balance is therefore necessary but does not prove that the profile has converged.

## Transport and edge slopes

The algebra uses atomic units, with \(e=1\), so current densities are number fluxes. The coordinate runs from anode to cathode and positive \(J\) is forward current. Assume a quasi-neutral plasma with \(n\simeq p\), density well above the doping, nondegenerate carriers, and constant diffusivities \(D_n,D_p\).

Let \(a=pE/(k_BT)\), where \(E\) is the electric field. The Einstein relation turns the drift-diffusion currents into

\[
J_n=D_n(a+p_x),\qquad J_p=D_p(a-p_x).
\]

Their sum is \(J=(D_n+D_p)a+(D_n-D_p)p_x\). Solving for \(a\) and inserting it in \(J_n\) gives

\[
J_n=\frac{D_n}{D_n+D_p}J+Dp_x,\qquad
D=\frac{2D_nD_p}{D_n+D_p}.
\]

The coefficient of \(p_x\) is \(D_n-D_n(D_n-D_p)/(D_n+D_p)=D\). Electron continuity is \(p_t=\partial_xJ_n-p/\tau\), where \(\tau\) is the lifetime. In the quasi-neutral plasma \(J\) is uniform in \(x\), so

\[
p_t=Dp_{xx}-\frac p\tau. \tag{1}
\]

Subtracting \(J_p/D_p\) from \(J_n/D_n\) removes \(a\):

\[
p_x=\frac12\left(\frac{J_n}{D_n}-\frac{J_p}{D_p}\right). \tag{2}
\]

Write \(p_1,p_2\) for the edge densities and \(g_1,g_2\) for the edge values of \(p_x\). The anode emitter leaks electrons, \(J_n(x_1)=hp_1^2\), and the cathode emitter leaks holes, \(J_p(x_2)=hp_2^2\). The other carrier supplies the rest of \(J\). Since \(1/D_n+1/D_p=2/D\), equation (2) gives

\[
g_1=-\frac{J}{2D_p}+\frac{hp_1^2}{D},\qquad
g_2=\frac{J}{2D_n}-\frac{hp_2^2}{D}. \tag{3}
\]

At a depleted edge \(p=0\), so the leakage vanishes. This neglects the small current of electrons swept out of the doped region. Subtracting the slopes gives the net supply

\[
D(g_2-g_1)=J-h(p_1^2+p_2^2). \tag{4}
\]

## Two moving edges and all modes

Now both edges may move. At fixed \(x\),

\[
\partial_t\xi=-\frac{w}{L},\qquad
w=(1-\xi)\dot x_1+\xi\dot x_2 .
\]

The chain rule gives \(p_t|_x=p_t|_\xi-wp_\xi/L\). With \(p_{xx}=p_{\xi\xi}/L^2\), equation (1) becomes

\[
p_t\big|_\xi=\frac{D}{L^2}p_{\xi\xi}-\frac p\tau+\frac wL p_\xi. \tag{5}
\]

Expand

\[
p=\sum_{k\ge0}v_k\cos k\pi\xi,\qquad
v_k=N_k\int_0^1p\cos k\pi\xi\,d\xi,
\]

where \(N_0=1\) and \(N_k=2\) for \(k\ge1\). Each cosine has zero end slope, but the plasma does not. The series must therefore not be differentiated twice term by term. Instead, integrate the diffusion term by parts twice:

\[
\int_0^1 p_{\xi\xi}\cos k\pi\xi\,d\xi
=L[(-1)^kg_2-g_1]-k^2\pi^2\int_0^1p\cos k\pi\xi\,d\xi .
\]

The boundary slopes enter as sources:

\[
\dot v_k=\frac{N_kD}{L}[(-1)^kg_2-g_1]
-\left(\frac{Dk^2\pi^2}{L^2}+\frac1\tau\right)v_k
+N_k\sum_{m\ge0}M_{km}v_m. \tag{6}
\]

The coupling coefficient is

\[
M_{km}=-\frac{m\pi}{L}\int_0^1w\cos k\pi\xi\sin m\pi\xi\,d\xi .
\]

Split the product into \(\frac12[\sin(m+k)\pi\xi+\sin(m-k)\pi\xi]\). Besides the earlier integral we need
\(\int_0^1\xi\sin n\pi\xi\,d\xi=-(-1)^n/(n\pi)\). The sum of reciprocals is
\(\frac12[1/(m+k)+1/(m-k)]=m/(m^2-k^2)\), and \(m+k\) and \(m-k\) have equal parity. Thus, for \(m\ne k\),

\[
M_{km}=-\frac{m^2}{L(m^2-k^2)}
\left[\dot x_1-(-1)^{m+k}\dot x_2\right]. \tag{7}
\]

For \(m=k\ge1\) the difference sine is zero, leaving \(M_{kk}=(\dot x_2-\dot x_1)/(4L)\). Also \(M_{00}=0\). If both edges stand still, all couplings vanish.

## The charge equation

For \(k=0\), equation (7) reads \(M_{0m}=-[\dot x_1-(-1)^m\dot x_2]/L\). The edge densities are \(p_1=\sum_mv_m\) and \(p_2=\sum_m(-1)^mv_m\). Multiplying (6) by \(L\) gives

\[
L\dot v_0=D(g_2-g_1)-\frac{Lv_0}{\tau}
-\dot x_1(p_1-v_0)+\dot x_2(p_2-v_0).
\]

Add \(\dot Lv_0=(\dot x_2-\dot x_1)v_0\). The terms containing edge speed times \(v_0\) cancel:

\[
\frac{d(Lv_0)}{dt}=J-h(p_1^2+p_2^2)-\frac{Lv_0}{\tau}
+\dot x_2p_2-\dot x_1p_1. \tag{8}
\]

The last two terms count plasma enclosed or cut off by moving edges. They vanish at depleted edges, but the coupling in \(\dot v_0\) does not: it compensates \(\dot Lv_0\). Equation (8) also holds for a finite cosine sum, provided \(p_1,p_2\) are the edge values of that same sum.

## Restoring the missing slopes

At large \(k\), diffusion is fast and its source and decay nearly balance in (6). This gives the quasi-static tail

\[
s_k=\frac{2L}{k^2\pi^2}[(-1)^kg_2-g_1],\qquad k\ge1,\qquad s_0=0. \tag{9}
\]

The whole tail can be summed. Consider the zero-mean polynomial

\[
B(\xi)=L\left[g_1\left(\xi-\frac{\xi^2}{2}-\frac13\right)
+g_2\left(\frac{\xi^2}{2}-\frac16\right)\right].
\]

Its end slopes in \(\xi\) are \(Lg_1\) and \(Lg_2\). For any quadratic \(f\) and \(k\ge1\), two integrations by parts give

\[
\int_0^1f\cos k\pi\xi\,d\xi=
\frac{(-1)^kf'(1)-f'(0)}{k^2\pi^2}, \tag{10}
\]

because the constant \(f''\) integrates to zero against the cosine. Hence the cosine coefficients of \(B\) are the \(s_k\). Set \(r_k=v_k-s_k\) and keep modes up to \(K\):

\[
p=B+\sum_{k=0}^{K}r_k\cos k\pi\xi. \tag{11}
\]

The remainder has zero end slopes. For a smooth profile, two further integrations by parts show that \(r_k\) falls as \(k^{-4}\), instead of the \(k^{-2}\) of \(v_k\). The edge values are

\[
p_1=\sum_{k=0}^Kr_k-L\left(\frac{g_1}{3}+\frac{g_2}{6}\right),\quad
p_2=\sum_{k=0}^K(-1)^kr_k+L\left(\frac{g_1}{6}+\frac{g_2}{3}\right).
\]

Since (3) makes the slopes depend on these values, the two relations are iterated to agreement. Each pass must recompute \(s_k\) and \(r_k=v_k-s_k\) from the latest slopes, with \(v_k\) held fixed. Holding \(r_k\) fixed instead makes the iteration diverge at the initial state of the diode below.

The coupling must use the same reconstructed profile. Its polynomial part has \(B_\xi/L=g_1(1-\xi)+g_2\xi\), so for \(k\ge1\)

\[
\dot v_k=-\frac{Dk^2\pi^2}{L^2}r_k-\frac{v_k}{\tau}
+2\sum_{m=0}^{K}M_{km}r_m+2b_k, \tag{12}
\]

\[
b_k=\dot x_1g_1\alpha_k+(\dot x_1g_2+\dot x_2g_1)\beta_k+\dot x_2g_2\gamma_k .
\]

Here \(\alpha_k,\beta_k,\gamma_k\) are the cosine integrals of \((1-\xi)^2\), \(\xi(1-\xi)\) and \(\xi^2\). Equation (10) gives

\[
\alpha_k=\frac2{k^2\pi^2},\quad
\beta_k=-\frac{1+(-1)^k}{k^2\pi^2},\quad
\gamma_k=\frac{2(-1)^k}{k^2\pi^2}\qquad(k\ge1).
\]

For \(k=0\) they are \(1/3,1/6,1/3\), and

\[
\dot v_0=\frac{D(g_2-g_1)}L-\frac{v_0}\tau+\sum_{m=0}^{K}M_{0m}r_m+b_0 .
\]

The edge terms here equal \(L^{-1}\int_0^1wp_\xi\,d\xi\) for the profile (11). One integration by parts turns this into \([\dot x_2p_2-\dot x_1p_1-\dot Lv_0]/L\), so (8) survives the tail correction.

## Finding the edge and taking a step

Before depletion the anode edge is fixed. During extraction it obeys

\[
p_1\ge0,\qquad \dot x_1\ge0,\qquad \dot x_1p_1=0,
\]

with the mirror law at the cathode. A usable approximation is \(\dot x_1=\kappa\max(0,-p_1)\), with large \(\kappa\). A small negative edge density then drives the edge inward. To first order the position lag is \(|p_1|/g_1=\dot x_1/(\kappa g_1)\), which must be small beside the lengths being resolved. This one-way law fails if the plasma re-expands.

One evaluation of the rates proceeds as follows:

1. From \(v_k,x_1,x_2,J\), iterate the edge densities, the slopes and \(r_k\) together.
2. Find the edge speeds from the edge law.
3. Evaluate the mode rates with the converged \(r_k\).
4. Accumulate recombination \(Lv_0/\tau\) and leakage \(h(p_1^2+p_2^2)\).

An implicit integrator is suitable because the equations are stiff. The diffusion rates grow as \(k^2\), and the edge law adds a relaxation rate of about \(\kappa g_1\). In the example below this is \(10^5\) µs⁻¹, against about 600 µs⁻¹ for the fastest diffusion mode kept at the final time. The initial modes follow from (6) with \(\dot v_k=\dot x_1=\dot x_2=0\):

\[
v_k=\frac{N_k(D/L)[(-1)^kg_2-g_1]}{Dk^2\pi^2/L^2+1/\tau}.
\]

The slopes in this formula must obey (3) with the edge densities of the same steady profile. With \(\ell=\sqrt{D\tau}\), the steady solution of (1) with end slopes \(g_1,g_2\) has

\[
p_1=\ell\,\frac{g_2-g_1\cosh(L/\ell)}{\sinh(L/\ell)},\qquad
p_2=\ell\,\frac{g_2\cosh(L/\ell)-g_1}{\sinh(L/\ell)} .
\]

Inserting (3) leaves two equations for \(p_1,p_2\), which a root finder solves before the modes are formed.

At the end, initial charge plus the time integral of \(J\), minus recombination and leakage, is compared with \(Lv_0\).

## A silicon carbide turn-off

Take a 100 µm base, a lifetime of 5 µs and a temperature of 300 K. The current ramps from 50 to −50 A/cm² in 0.2 µs and is then held until 1.2 µs. The diffusivities are \(D_n=20.68\), \(D_p=2.585\) and \(D=4.596\) cm²/s. The leakage coefficient is \(10^{-14}\) cm⁴/s.

After depletion, restoring \(e\) in (3) gives

\[
g_1=\frac{50}{2e(2.585)}\ \text{cm}^{-4}
=0.604\times10^{16}\ \text{cm}^{-3}/\text{µm},
\]

with \(e\) in coulombs. The anode supplies the fraction \(Dg_1/|J|=D_n/(D_n+D_p)=0.889\) of the extraction. Its density starts higher than the cathode's, 12.7 against 4.5 in units of \(10^{16}\) cm⁻³, yet it depletes first. Its edge starts to move at 0.48 µs and reaches 34.7 µm. The cathode edge has not moved by the end, and its density is still \(1.7\times10^{16}\) cm⁻³.

The ramp transfers no net charge, because its positive and negative halves cancel. The hold removes \(50\times1.0=50\) µC/cm². The audit, in µC/cm², is

\[
103.411-50.000-16.477-5.266=31.668,
\]

against 31.670 from the modes. The difference is \(-1.6\times10^{-5}\) of the initial charge. Its sign agrees with the feedback law, whose slightly negative \(p_1\) makes \(-\dot x_1p_1\) positive.

The edge accelerates. Just after depletion this is partly because the front is still forming; for the later motion, a limiting case shows the main reason. Suppose a front moves steadily at speed \(V\) into a plateau of density \(p_\infty\), with recombination negligible inside the front. With \(y=x-x_1\), equation (1) becomes \(-Vp_y=Dp_{yy}\). The solution that vanishes at the edge is

\[
p=p_\infty(1-e^{-Vy/D}),\qquad
g_1=\frac{Vp_\infty}{D},\qquad
V=\frac{Dg_1}{p_\infty}. \tag{13}
\]

Using the final peak density for \(p_\infty\), and \(D=459.6\) µm²/µs,

\[
V\simeq\frac{459.6\times0.6036}{3.902}=71\ \text{µm/µs}.
\]

The simulation gives 65 µm/µs, so the estimate is 9 % high. The front thickness \(D/V\) is about 7 µm, well below the remaining 65 µm of plasma. At fixed extraction current a falling plateau raises the speed. As \(p_\infty\to0\), equation (13) diverges, so the calculation is stopped before the plasma disappears.

## What was tested

Raising the highest mode from 24 to 48 shifts the anode edge by 0.0005 µm. A plain cosine sum with highest mode 24 misplaces it by 0.35 µm relative to the 48-mode result. The scale is understandable: the tail omitted at the edge is about \(2Lg_1/(\pi^2K)\), equivalent to a displacement \(2L/(\pi^2K)\simeq0.55\) µm. This static estimate does not predict the dynamic error itself.

A separate finite-volume calculation used 400 fixed cells and removed each outer cell as it emptied. It put the edge at 34.75 µm, 0.02 µm from the mode result. Away from the edges, the density profiles differed by at most 0.10 % of the peak.

Two moving edges were tested with both carrier diffusivities set to the original \(D\), leaving the lifetime, leakage coefficient and current waveform unchanged. The mode edges ended at 12.50 and 87.50 µm, and the fixed-grid edges at 12.51 and 87.49 µm. Equal mobilities share the extraction equally, and both ends deplete.

A further test used the solution
\(p=e^{-t/\tau}[3+e^{-D\lambda^2t}\cos(\lambda x+0.4)]\) of (1), in units of \(10^{16}\) cm⁻³, with \(D=460\) µm²/µs, \(\lambda=0.03\) µm⁻¹ and \(\tau=5\) µs. In 1 µs the edges moved from 5 to 25 µm and from 95 to 80 µm. With highest mode 16, the largest sampled density error was \(6\times10^{-6}\) in those units. Without coupling it was 0.20.

## The model beside a real diode

The parameters are rough values for a 10 kV class 4H-SiC PiN diode; lifetime and emitter leakage vary greatly with processing. With a doping of \(3\times10^{14}\) cm⁻³ and holes at saturated speed, the depleted region has a peak field of 0.21 MV/cm and supports about 370 V. The field is well below the rough breakdown value of 2 MV/cm, and the voltage is far below the device class, so this is an early part of a high-voltage turn-off. These figures are low estimates: with a low-field mobility of 100 cm²/Vs, holes stay below saturated speed through most of the depleted region and add space charge. The law \(v=\mu E/[1+(\mu E/v_s)^\beta]^{1/\beta}\), with \(v_s=10^7\) cm/s and \(\beta\) between 1 and 2, raises the estimates to 0.24–0.25 MV/cm and about 435–455 V, which leaves the conclusion unchanged. Real devices also break the assumption of constant transport parameters. At 400 K, with mobility taken as \(T^{-2}\) and lifetime and leakage held fixed, the final edge moves from 34.7 to 38.5 µm. Both mobilities depend on crystal direction. Raising the electron mobility alone by 20 % gives 35.6 µm. The hole mobility matters more, because it sets \(g_1\): lowering it alone by 15 % gives about 37.7 µm, and both changes together give about 38.5 µm. Carrier-carrier scattering, self-heating and the circuit's response to the rising voltage are left out, and their effects have not been calculated.

Some other neglected effects can be sized from the results. Electrons swept from the doped region carry 0.31 A/cm², or 0.6 % of the reverse current. The plasma falls below the doping within about 50 nm of the moving edge. Quasi-neutrality fails over a somewhat wider layer, of the order of the 0.2 µm Debye length at the doping density, which is still small beside the 7 µm front. At the initial anode density, the density is 0.7 % of the estimated conduction-band density of states, and a cubic Auger term with a constant coefficient would add about 6 % to the local recombination rate. That figure does not bound the error of a constant lifetime. Lifetime data on 4H-SiC are often fitted with an additional quadratic term \(Bp^2\), and published values of \(B\) differ widely. With \(B=1.5\times10^{-12}\) cm³/s, an often quoted value, this term nearly equals \(p/\tau\) at the anode; including it with the Auger term lowers the initial charge to about 85 µC/cm² and moves the final edge to about 52 µm. With \(B\) near \(10^{-14}\) cm³/s it is below 1 % of \(p/\tau\). The numerical output gives the edge path and the remaining physical inputs.

## Table of computed values

```
Base width 100 um; lifetime 5.0 us; temperature 300 K
Electron, hole mobility: 800, 100 cm2/Vs (rough)
Emitter leakage coefficient: 1.0e-14 cm4/s (rough)
Forward, reverse current magnitude: 50, 50 A/cm2
Ramp time 0.2 us; end time 1.2 us
Electron, hole, ambipolar diffusivity: 20.682, 2.585, 4.596 cm2/s
Ambipolar diffusion length: 47.94 um
Anode share of reverse extraction: 0.8889
Initial anode, cathode density: 12.743, 4.539 x1e16 cm-3
Anode edge starts moving (0.01 um travel): 0.4828 us
Time 0.2 us: anode edge 0.000 um, plasma charge 95.508 uC/cm2
Time 0.4 us: anode edge 0.000 um, plasma charge 81.246 uC/cm2
Time 0.6 us: anode edge 3.876 um, plasma charge 68.026 uC/cm2
Time 0.8 us: anode edge 12.392 um, plasma charge 55.385 uC/cm2
Time 1.0 us: anode edge 22.688 um, plasma charge 43.276 uC/cm2
Time 1.2 us: anode edge 34.734 um, plasma charge 31.670 uC/cm2
Final cathode edge: 100.000 um; density there 1.745 x1e16 cm-3
Final plasma width: 65.266 um; peak density 3.902 x1e16 cm-3
Final anode slope: 0.6036 x1e16 cm-3/um; edge speed 65.09 um/us
Initial charge: 103.411 uC/cm2
Net terminal charge: -50.000 uC/cm2
Recombined charge: 16.477 uC/cm2
Emitter leakage charge: 5.266 uC/cm2
Final charge: 31.670 uC/cm2
Charge imbalance / initial charge: -1.64e-05
Final charge error without k=0 coupling: -49.04 %
Anode edge with highest mode 12, 24, 48: 34.7379, 34.7342, 34.7337 um
Mode convergence shift 24 to 48: 0.00050 um
Plain truncation, highest mode 24: edge 34.3876 um, error 0.3461 um
Fixed-grid anode edge: 34.7518 um; profile difference 0.104 %
Equal mobilities, mode edges: 12.504, 87.496 um
Equal mobilities, grid edges: 12.512, 87.488 um
Coupling quadrature error: 7.5e-14 x1e16 cm-3/us
Exact-solution error with, without coupling: 6.01e-06, 2.02e-01 x1e16 cm-3
Rough doping 3.0e+14 cm-3; relative permittivity 9.7
Rough saturation speed 1.0e+07 cm/s; breakdown field 2.0 MV/cm
Depletion peak field 0.2146 MV/cm; voltage 372.7 V
Displacement current from swept doping: 0.313 A/cm2
Edge layer where plasma is below doping: 49.70 nm
Rough Auger coefficient 7.0e-31 cm6/s; initial rate times lifetime 0.0568
Rough electron mass 0.4 m_e; valleys 3
Initial peak density / conduction-band density: 0.00669
At 400 K, mobility taken as T^-2: anode edge 38.522 um
Electron mobility raised 20 %: anode edge 35.624 um
```
